\section*{Charge current from a hot gate dot: four-state rate equations solved}

\section*{Problem}

Two small quantum dots interact through their electric charge, but no carrier can pass from one to the other. The conductor dot $s$ exchanges carriers with two leads, L and R, both at temperature $T_s$. The gate dot $g$ exchanges carriers with a single reservoir at temperature $T_g$. Each dot has one level and holds at most one carrier, so the pair has four states $(n_s,n_g)$, with energy
\begin{equation}
E(n_s,n_g)=\varepsilon_s n_s+\varepsilon_g n_g+E_C\,n_s n_g ,\qquad E_C>0 .
\label{energy}
\end{equation}
Here $E_C$ is the interaction energy between the dots, not the charging energy of one dot. Each carrier has charge $e>0$ (a hole). For electrons the particle flow derived below is the same and the electric current has the opposite sign.

Tunnelling is weak and sequential: one carrier moves at a time, and the level broadening is small compared with $kT_s$ and $kT_g$. The tunnel rate of lead $l$ is $\Gamma_{ln}$ when the gate dot holds $n$ carriers, and $\Gamma_n=\Gamma_{Ln}+\Gamma_{Rn}$. The rate of the gate reservoir is $\gamma_n$ when the conductor dot holds $n$ carriers. All of $\Gamma_0,\Gamma_1,\gamma_0,\gamma_1$ are positive. Energies are measured from the common electrochemical potential, which is the same in all reservoirs until part (e). Let $I$ be the charge current from L to R through the dot, and $J$ the heat current leaving the gate reservoir.

\begin{enumerate}
\item[(a)] Write the rate equations and show that the steady state has a single circulating flux $K$.
\item[(b)] Solve for $K$.
\item[(c)] Find the sign of $K$, and its form when both levels lie at $-E_C/2$.
\item[(d)] Find $J$, $I$ and $I/J$. Which tunnel rates make $|I/J|$ greatest, and what is its value then?
\item[(e)] For those rates, let a voltage $V$ oppose the current. Find the efficiency and the voltage at which the current stops.
\item[(f)] Evaluate the results for $E_C=0.10$, $\varepsilon_s=-0.04$ and $\varepsilon_g=-0.05$ meV, $T_s=0.5$ K, $T_g=1.0$ K and rates of $1\ \mathrm{ns}^{-1}$. Examine imperfect energy selection and the effects left out, taking hole dots in a germanium quantum well as the real case.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Rate equations and the circulating flux}

By \eqref{energy}, adding a carrier to the conductor dot costs $\varepsilon_s+nE_C$ when $n_g=n$. Adding one to the gate dot costs $\varepsilon_g+nE_C$ when $n_s=n$. The reservoir occupations at these energies are
\begin{equation}
f_n=\frac{1}{e^{(\varepsilon_s+nE_C)/kT_s}+1},\qquad
g_n=\frac{1}{e^{(\varepsilon_g+nE_C)/kT_g}+1}.
\label{fermi}
\end{equation}
A carrier enters at the tunnel rate times the occupation, and leaves at the tunnel rate times the fraction of empty states. Each jump changes one occupation number, so the four states form a ring. The net fluxes along $00\to10\to11\to01\to00$ are
\begin{align}
K_1&=\Gamma_0\,[f_0p_{00}-(1-f_0)p_{10}], &
K_2&=\gamma_1\,[g_1p_{10}-(1-g_1)p_{11}],\nonumber\\
K_3&=\Gamma_1\,[(1-f_1)p_{11}-f_1p_{01}], &
K_4&=\gamma_0\,[(1-g_0)p_{01}-g_0p_{00}].
\label{edges}
\end{align}
Each probability grows by the flux that arrives and falls by the flux that departs:
\begin{equation}
\dot p_{00}=K_4-K_1,\quad \dot p_{10}=K_1-K_2,\quad
\dot p_{11}=K_2-K_3,\quad \dot p_{01}=K_3-K_4 .
\end{equation}
In the steady state all four derivatives vanish, so $K_1=K_2=K_3=K_4\equiv K$.

In one forward turn a carrier enters the conductor dot while the gate dot is empty. The gate dot then fills, the conductor carrier leaves with the extra energy $E_C$, and the gate dot empties.

\subsection*{(b) Solution for the flux}

Use the mean occupations $x=p_{10}+p_{11}$ of the conductor dot and $y=p_{11}+p_{01}$ of the gate dot. Normalization gives $p_{00}+p_{10}=1-y$ and $p_{00}+p_{01}=1-x$. The bracket in $K_1$ is therefore $f_0(1-y)-p_{10}$, and the others simplify in the same way. Equations \eqref{edges} become
\begin{align}
p_{10}&=f_0(1-y)-K/\Gamma_0, & p_{11}&=g_1x-K/\gamma_1,\nonumber\\
p_{11}&=f_1y+K/\Gamma_1, & p_{01}&=g_0(1-x)+K/\gamma_0 .
\label{probs}
\end{align}
Define
\begin{equation}
F=f_0-f_1,\quad G=g_0-g_1,\quad
a=\frac1{\Gamma_1}-\frac1{\Gamma_0},\quad
b=\frac1{\gamma_0}-\frac1{\gamma_1},\quad
c=\frac1{\Gamma_1}+\frac1{\gamma_1}.
\end{equation}
Adding $p_{10}$ to the second form of $p_{11}$ gives $x$. Adding $p_{01}$ to the first form of $p_{11}$ gives $y$. Equating the two forms of $p_{11}$ gives a third relation:
\begin{equation}
x+Fy=f_0+Ka,\qquad Gx+y=g_0+Kb,\qquad g_1x-f_1y=Kc .
\label{three}
\end{equation}
The first two relations yield
\begin{align}
(1-FG)\,x&=f_0+Ka-F(g_0+Kb),\nonumber\\
(1-FG)\,y&=g_0+Kb-G(f_0+Ka).
\end{align}
Since $|F|<1$ and $|G|<1$, the factor $1-FG$ is positive. Multiply the third relation in \eqref{three} by it and insert $x$ and $y$. The terms without $K$ form
\begin{align}
N&=g_1(f_0-Fg_0)-f_1(g_0-Gf_0)\nonumber\\
&=f_0g_1-f_0g_0g_1+f_1g_0g_1-f_1g_0+f_0f_1g_0-f_0f_1g_1\nonumber\\
&=f_0g_1(1-f_1-g_0)-f_1g_0(1-f_0-g_1)\nonumber\\
&=f_0(1-f_1)g_1(1-g_0)-f_1(1-f_0)g_0(1-g_1).
\label{N}
\end{align}
In the last line $f_0f_1g_0g_1$ has been added to the first product and to the second, so that it cancels in the difference. The terms with $K$, collected on the other side, form $KD$ with
\begin{equation}
D=c(1-FG)-a(g_1+f_1G)+b(f_1+g_1F).
\end{equation}
Now collect the coefficient of each inverse rate. That of $1/\Gamma_0$ is $g_1+f_1G$. That of $1/\Gamma_1$ is $1-FG-g_1-f_1G=1-g_1-f_0G$, because $F+f_1=f_0$. That of $1/\gamma_0$ is $f_1+g_1F$. That of $1/\gamma_1$ is $1-FG-f_1-g_1F=1-f_1-g_0F$, because $G+g_1=g_0$. Hence
\begin{align}
K=\frac ND,\qquad
D={}&\frac{f_1g_0+(1-f_1)g_1}{\Gamma_0}
+\frac{1-f_0g_0-(1-f_0)g_1}{\Gamma_1}\nonumber\\
&+\frac{g_1f_0+(1-g_1)f_1}{\gamma_0}
+\frac{1-g_0f_0-(1-g_0)f_1}{\gamma_1}.
\label{K}
\end{align}
Each numerator in $D$ is a weighted average of two occupations, or one minus such an average. It lies between 0 and 1, so $D>0$. With $K$ known, \eqref{three} and \eqref{probs} give all four probabilities.

\subsection*{(c) Direction of the circulation}

The two products in \eqref{N} belong to the forward and backward turns. From \eqref{fermi}, $f_n/(1-f_n)=e^{-(\varepsilon_s+nE_C)/kT_s}$, and similarly for $g_n$. Their ratio is
\begin{equation}
\frac{f_0}{1-f_0}\,\frac{1-f_1}{f_1}\,\frac{g_1}{1-g_1}\,\frac{1-g_0}{g_0}
=\exp\!\left[E_C\left(\frac1{kT_s}-\frac1{kT_g}\right)\right].
\label{affinity}
\end{equation}
The level energies cancel. A hot gate ($T_g>T_s$) gives $K>0$, equal temperatures give $K=0$, and a cold gate gives $K<0$. The exponent is the entropy produced per forward turn, in units of $k$: the energy $E_C$ leaves a reservoir at $T_g$ and ends in leads at $T_s$.

For $\varepsilon_s=\varepsilon_g=-E_C/2$, set $\varphi=f_1=1-f_0$ and $\eta=g_1=1-g_0$. All four numerators in $D$ then equal $w=\varphi+\eta-2\varphi\eta$, while
\begin{equation}
N=(1-\varphi)^2\eta^2-\varphi^2(1-\eta)^2=(\eta-\varphi)\,w .
\end{equation}
The factor $w$ cancels, leaving
\begin{equation}
K=\frac{\eta-\varphi}{1/\Gamma_0+1/\Gamma_1+1/\gamma_0+1/\gamma_1},\quad
\eta=\frac1{e^{E_C/2kT_g}+1},\quad \varphi=\frac1{e^{E_C/2kT_s}+1}.
\label{symmetric}
\end{equation}
For $E_C\ll kT_s,kT_g$, expansion gives $\eta-\varphi\approx(E_C/8)(1/kT_s-1/kT_g)$, so the flux vanishes in proportion to $E_C$. For a hot gate with $E_C$ large compared with both thermal energies and $\varphi\ll\eta$, $\eta-\varphi\approx e^{-E_C/2kT_g}$, because the gate dot seldom changes its occupation. At these level positions the flux is therefore small in both limits.

\subsection*{(d) Heat, charge and their ratio}

In one forward turn the gate reservoir gives up a carrier at energy $\varepsilon_g+E_C$ and takes one back at $\varepsilon_g$. Therefore
\begin{equation}
J=(\varepsilon_g+E_C)K-\varepsilon_gK=E_CK .
\label{J}
\end{equation}

For the charge, consider how each lead contributes to the conductor jumps. At zero bias L and R have the same $f_n$, so the brackets in $K_1$ and $K_3$ are common to both leads. Lead L supplies the fraction $\Gamma_{L0}/\Gamma_0$ of the net inflow $K$ at $n_g=0$, and receives the fraction $\Gamma_{L1}/\Gamma_1$ of the net outflow $K$ at $n_g=1$. The net charge current out of L is
\begin{equation}
I=eK\Lambda,\qquad
\Lambda=\frac{\Gamma_{L0}}{\Gamma_0}-\frac{\Gamma_{L1}}{\Gamma_1}
=\frac{\Gamma_{L0}\Gamma_{R1}-\Gamma_{L1}\Gamma_{R0}}{\Gamma_0\Gamma_1}.
\label{Lambda}
\end{equation}
The last form follows over the common denominator, where the terms $\pm\Gamma_{L0}\Gamma_{L1}$ cancel. For $T_g\neq T_s$, division by \eqref{J} gives
\begin{equation}
\frac IJ=\frac{e}{E_C}\,\Lambda .
\label{ratio}
\end{equation}
The flux $K$ has dropped out, and with it the temperatures, the level positions and the gate rates.

Since $\Lambda$ is the difference of two fractions between 0 and 1, $|\Lambda|\le1$. The value $\Lambda=1$ requires the first fraction to be 1 and the second 0, that is,
\begin{equation}
\Gamma_{R0}=0,\qquad \Gamma_{L1}=0
\qquad\Longrightarrow\qquad \frac IJ=\frac e{E_C}.
\label{optimal}
\end{equation}
Exchanging L and R gives $\Lambda=-1$ and reverses the current. This is optimal energy selection: one lead couples only at the lower energy $\varepsilon_s$, the other only at the upper energy $\varepsilon_s+E_C$. Each net turn then carries one charge across the conductor and takes one quantum $E_C$ from the gate reservoir.

A hot gate alone does not suffice. If $\Gamma_{L0}/\Gamma_{R0}=\Gamma_{L1}/\Gamma_{R1}$, then $\Lambda=0$: heat flows but no net charge does. This includes two leads with unequal rates that do not depend on the gate occupation. The driven current needs the left--right asymmetry to change with $n_g$. It can do so because the tunnel rates depend on the carrier energy, which the gate charge shifts by $E_C$, or because that charge alters a barrier directly.

\subsection*{(e) Current against a voltage}

Let $\mu_R-\mu_L=eV>0$, with the dot levels held fixed. For the rates in \eqref{optimal}, the lower jump involves only L and the upper jump only R. Equation \eqref{K} still holds, with $f_0$ evaluated at $\varepsilon_s-\mu_L$ and $f_1$ at $\varepsilon_s+E_C-\mu_R$, because its derivation used no relation between $f_0$ and $f_1$. Likewise $I=eK$ and $J=E_CK$. The ratio $e/E_C$ thus survives the load, and the efficiency is
\begin{equation}
\frac{IV}{J}=\frac{eV}{E_C}.
\end{equation}
The exponent in \eqref{affinity} changes to
\begin{equation}
A=\frac{(\varepsilon_s+E_C-\mu_R)-(\varepsilon_s-\mu_L)}{kT_s}-\frac{E_C}{kT_g}
=\frac{E_C-eV}{kT_s}-\frac{E_C}{kT_g}.
\end{equation}
The current stops when $A=0$, at
\begin{equation}
eV_{\rm stop}=E_C\left(1-\frac{T_s}{T_g}\right).
\label{stop}
\end{equation}
As $V$ approaches this value the efficiency approaches the Carnot value $1-T_s/T_g$, while the power goes to zero with $K$.

For small $\Delta T=T_g-T_s$ and small $V$, write $T=T_s$ and let $\Pi$ be the forward product at equilibrium. To first order $N\approx\Pi A$ and $A\approx(E_C\Delta T/T-eV)/kT$, so
\begin{equation}
I\approx\frac{e\,\Pi}{DkT}\left(E_C\frac{\Delta T}{T}-eV\right),\qquad
J\approx\frac{E_C\,\Pi}{DkT}\left(E_C\frac{\Delta T}{T}-eV\right).
\end{equation}
Both currents respond to the same combination of temperature difference and voltage, and therefore vanish together.

\subsection*{(f) Numbers and the real case}

The thermal energies are $kT_s=0.0431$ meV and $kT_g=0.0862$ meV. The conductor levels lie at $-0.04$ and $+0.06$ meV, and the gate levels at $\mp0.05$ meV, so
\begin{equation}
f_0=0.7167,\quad f_1=0.1990,\quad g_0=0.6411,\quad g_1=0.3589 .
\end{equation}
Take the optimal filter with $\Gamma_{L0}=\Gamma_{R1}=\gamma_0=\gamma_1=1\ \mathrm{ns}^{-1}$. Then
\begin{align}
N&=0.07394-0.02317=0.05077,\nonumber\\
D&=(0.4150+0.4388+0.3848+0.4691)\ \mathrm{ns}=1.7077\ \mathrm{ns},\nonumber\\
K&=0.05077/(1.7077\ \mathrm{ns})=29.7\ \mu\mathrm s^{-1}.
\end{align}
The stationary probabilities $p_{00},p_{10},p_{11},p_{01}$ are $0.1674$, $0.3187$, $0.1320$ and $0.3819$. The first edge confirms the flux: $0.7167\times0.1674-0.2833\times0.3187=0.0297$, in $\mathrm{ns}^{-1}$. The currents are
\begin{equation}
I=eK=4.76\ \mathrm{pA},\qquad J=E_CK=0.476\ \mathrm{fW},\qquad
I/J=10.0\ \mathrm{pA/fW}.
\end{equation}
This ratio is $e/E_C$, the inverse of $0.10$ mV. The heat reaches both leads: L gives up carriers $0.04$ meV below its electrochemical potential and so gains $0.19$ fW, while R receives carriers $0.06$ meV above it and gains $0.29$ fW.

Equation \eqref{stop} gives $V_{\rm stop}=0.5\times0.10$ mV $=50\ \mu$V. The current at a given voltage depends on how the voltage is divided about the fixed dot levels; here it is applied symmetrically, $\mu_R=-\mu_L=eV/2$. At half the stopping voltage $I=2.52$ pA, the power is $25\ \mu\mathrm V\times2.52\ \mathrm{pA}=0.063$ fW, and the efficiency is $25/100=0.25$, half the Carnot value.

\paragraph{Imperfect selection.} Keep the wanted rates at $1\ \mathrm{ns}^{-1}$ and give each unwanted rate, $\Gamma_{L1}$ and $\Gamma_{R0}$, the fraction $\lambda$ of that value. Equation \eqref{Lambda} becomes
\begin{equation}
\Lambda=\frac{1-\lambda^2}{(1+\lambda)^2}=\frac{1-\lambda}{1+\lambda}.
\end{equation}
\begin{center}
\begin{tabular}{cccc}
$\lambda$ & $I$ (pA) & $J$ (fW) & $\Lambda$\\ \hline
0 & 4.76 & 0.476 & 1.00\\
0.1 & 4.08 & 0.499 & 0.82\\
0.3 & 2.90 & 0.538 & 0.54\\
1 & 0 & 0.635 & 0
\end{tabular}
\end{center}
The heat rises with $\lambda$ because $\Gamma_0$ and $\Gamma_1$ grow. This lowers $D$ and leaves $N$ unchanged.

Under load a leaky filter does worse. The leads now have different occupations at the same energy, so the division of flux used for \eqref{Lambda} fails, and carriers can cross the dot without exchanging energy with the gate. For $\lambda=0.1$, with the voltage again applied symmetrically, the current stops at $32\ \mu$V, while $0.24$ fW of heat still flows. At half that voltage $IE_C/(eJ)$ is $0.56$, not $0.82$.

\paragraph{Germanium hole dots.} The parameters are rough values for dots defined by gates in a germanium quantum well at cryogenic temperature. The ideal filter is a demanding assumption for such a device. Only ratios of rates enter $\Lambda$, so neither rate has to fall with energy, but the left--right asymmetry must change strongly over only $0.10$ meV. With $x=\Gamma_{R0}/\Gamma_{L0}$ and contrast $\rho=\Gamma_{L0}\Gamma_{R1}/(\Gamma_{L1}\Gamma_{R0})$, Eq.~\eqref{Lambda} reads $\Lambda=1/(1+x)-1/(1+\rho x)$, which is greatest at $x=\rho^{-1/2}$, where $\Lambda=(\sqrt\rho-1)/(\sqrt\rho+1)$. The table has $\rho=1/\lambda^2$, so a leak of $0.3$, which removes nearly half the ratio, already needs $\rho\approx11$. A plain rectangular barrier $100$ nm thick and $1$ meV above the level, for a hole mass of $0.06$ electron masses, raises its rate by only about $1.4$ over $0.10$ meV; with an energy-independent left rate this gives $\Lambda\approx0.1$. Values near 1 need a sharper filter, such as a resonant level in the lead or a barrier strongly altered by the gate charge. The other omissions are as follows.
\begin{itemize}
\item \textit{Broadening.} The scale $\hbar\times1\ \mathrm{ns}^{-1}=0.66\ \mu$eV is $1.5\%$ of $kT_s$. As an order-of-magnitude estimate, this is also the relative size of cotunnelling at zero bias, in which two tunnelling events occur as one quantum process. Near the stopping voltage the sequential flux vanishes, so cotunnelling cannot be assumed to be a small correction there. Because it does not fix the energy exchanged, some heat then flows even without a current, and a real device does not reach the Carnot value.
\item \textit{Twofold levels.} Without a magnetic field each hole level is doubly degenerate. This doubles the entry rates from both leads alike, so the division between leads, and hence $\Lambda$, is unchanged. With degeneracy in both dots and the level energies held fixed, the current rises to $6.2$ pA and $I/J$ stays at $e/E_C$.
\item \textit{Further states.} A two-dimensional dot of area $S$ has mean orbital spacing $2\pi\hbar^2/(mS)$. A rough hole mass of $0.06$ electron masses and a diameter of $100$ nm give $1.0$ meV, and a thermal factor of about $8\times10^{-6}$ at $T_g$. This factor is sensitive to the confinement: a soft harmonic dot with oscillator length $50$ nm has $\hbar\omega=0.5$ meV and a factor of about $5\times10^{-3}$, still small. With a rough charging energy of $1.5$ meV for one dot, a second carrier in the gate dot costs $1.5-0.05=1.45$ meV, and the factor for double occupation at $T_g$ is about $5\times10^{-8}$. Both are negligible here.
\item \textit{Heat lost by the hot reservoir.} $J$ is the heat that passes through the gate dot, not the power of the heater. One fully open channel, counted per spin, from the hot reservoir to surroundings at $T_s$ carries
\begin{equation}
\frac1h\int E\,[f(E,T_g)-f(E,T_s)]\,dE=\frac{\pi^2k^2}{6h}\,(T_g^2-T_s^2)=355\ \mathrm{fW},
\end{equation}
where $f(E,T)$ is the Fermi function and each temperature contributes $\pi^2(kT)^2/6$ relative to the zero-temperature step. This is about 750 times $J$. Heat lost to phonons comes on top and is not estimated here.
\end{itemize}
The efficiency in part (e) therefore describes the two-dot converter. An efficiency referred to the heater power would be far lower if the hot reservoir had even one such open channel. The full set of values is in the numerical output.

\section*{Computed values}
\begin{verbatim}
E_C = 0.10 meV, eps_s = -0.04, eps_g = -0.05 meV
Ts = 0.5 K, Tg = 1.0 K, tunnel rates = 1.0 /ns
k*Ts = 0.0431 meV, k*Tg = 0.0862 meV
f0 = 0.7167, f1 = 0.1990
g0 = 0.6411, g1 = 0.3589
forward product  = 0.07394
backward product = 0.02317
their ratio = 3.1914
N = 0.05077
weights of 1/G0, 1/G1, 1/g0, 1/g1 rates: 0.4150 0.4388 0.3848 0.4691
D = 1.7077 ns
p00, p10, p11, p01 = 0.1674 0.3187 0.1320 0.3819
cycle flux K = 29.731 per microsecond
charge current I = 4.763 pA
gate heat J = 0.4763 fW
I/J = 10.000 pA/fW
I/J in units of e/E_C = 1.000000
heat into L = 0.1905 fW
heat into R = 0.2858 fW
Carnot efficiency = 0.500
stopping voltage = 50.000 microvolt
half of it: I = 2.519 pA
half of it: J = 0.2519 fW
half of it: power = 0.0630 fW
half of it: efficiency = 0.2500
leak 0.0: I = 4.763 pA, J = 0.4763 fW, Lam = 1.0000
leak 0.1: I = 4.083 pA, J = 0.4990 fW, Lam = 0.8182
leak 0.3: I = 2.899 pA, J = 0.5385 fW, Lam = 0.5385
leak 1.0: I = 0.000 pA, J = 0.6351 fW, Lam = 0.0000
leak 0.1: stopping voltage = 32.34 microvolt
leak 0.1: J when stopped = 0.2406 fW
leak 0.1, half stopping voltage: I*E_C/(e*J) = 0.5560
broadening hbar*rate = 0.658 microeV
broadening / k*Ts = 0.0153
twofold levels: I = 6.216 pA, J = 0.6216 fW
twofold levels: I*E_C/(e*J) = 1.000000
rough hole mass = 0.06 m_e, dot diameter = 100 nm
mean orbital spacing = 1.02 meV
excited-orbital factor at Tg = 7.6e-06
rough charging energy of one dot = 1.5 meV
double-occupation factor at Tg = 4.9e-08
heat through one open channel = 354.9 fW
that heat / J = 745
\end{verbatim}
